# Image energy of a point charge in a cubic, weakly anisotropic cell, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the isotropic cube to the first-order result

**Result.** A point charge $q$ is repeated on a simple cubic lattice of edge $L$. A uniform background makes each cell neutral, and the medium has a symmetric, positive dielectric tensor $\varepsilon$. Split the tensor into its trace mean and a traceless remainder,

$$ \varepsilon = \bar\varepsilon\,(1+\eta), \qquad \bar\varepsilon = \tfrac13\,\mathrm{tr}\,\varepsilon, \qquad \mathrm{tr}\,\eta = 0 . $$

The energy that the periodic repetition adds to that of the isolated charge is, in atomic units,

$$ E = -\frac{\alpha q^2}{2\bar\varepsilon L}\left[\,1 + c_E D + 2 c_T O + O(\eta^3)\right], $$

$$ D = \sum_i \eta_{ii}^2, \qquad O = \sum_{i<j}\eta_{ij}^2 , $$

where the axes lie along the cube edges and $O(\eta^3)$ denotes terms of third order. The constants are $\alpha = 2.837297$, $c_E = 0.039758$ and $c_T = 0.195717$. No term is linear in $\eta$. At first order the anisotropy therefore acts through the trace alone, and the traceless part enters at second order. The absence of a linear term is guaranteed by cubic symmetry of the lattice, while the values of the three constants belong to the simple cube alone (for face-centred and body-centred cubic cells $c_E\approx0.16$ and $c_T\approx0.115$). The statement also needs the isolated reference charge to sit in the same anisotropic medium.

### 1.1 The simple case: an isotropic cube

Let $\varepsilon$ be a plain number for the moment. The periodic potential $\phi$ of a unit charge obeys, inside one cell of volume $\Omega = L^3$,

$$ -\varepsilon\nabla^2\phi = 4\pi\left[\delta(\mathbf r) - \frac1\Omega\right]. $$

The second term on the right is the background. It is required, because the flux of $\varepsilon\nabla\phi$ through the surface of a periodic cell is zero, so the cell must hold no net charge. The equation leaves a constant in $\phi$ free; I fix it by giving $\phi$ zero average over the cell.

In a linear medium the electrostatic energy is half the integral of free charge times potential. The free charge here is the point charge $q$ and the background $-q/\Omega$, and their potential is $q\phi$. The background contributes $-\frac{q^2}{2\Omega}\int\phi\,d^3r = 0$ by the choice of constant. The point charge contributes $\frac12 q^2\phi(0)$, which is infinite. The same infinity is present for the isolated charge, whose potential is $q\phi_{\rm iso}$. The difference is finite:

$$ E = \tfrac12 q^2 v, \qquad v = w(0), \qquad w(\mathbf r) = \phi(\mathbf r) - \phi_{\rm iso}(\mathbf r). $$

To evaluate $w(0)$, write both potentials as sums over plane waves. The periodic one contains the wavevectors $\mathbf G = 2\pi\mathbf n/L$ with integer $\mathbf n$. Inserting $e^{i\mathbf G\cdot\mathbf r}$ into the equation gives $\varepsilon G^2\phi_{\mathbf G} = 4\pi/\Omega$ for $\mathbf G\neq0$, and $\phi_0=0$. The isolated potential has the same coefficient with the sum replaced by an integral, $\frac1\Omega\sum_{\mathbf G}\to\int\frac{d^3G}{(2\pi)^3}$.

At $\mathbf r=0$ the sum and the integral diverge separately. I therefore average $w$ over a narrow normalized Gaussian centred on the charge, with variance $\tau^2$ along each axis. The average of $e^{i\mathbf G\cdot\mathbf r}$ is

$$ e^{-\tau^2G^2/2} = e^{-s^2n^2}, \qquad s^2 = \frac{2\pi^2\tau^2}{L^2}. $$

The prefactor of each term is

$$ \frac{4\pi}{\Omega\varepsilon G^2} = \frac{4\pi}{L^3\varepsilon}\,\frac{L^2}{4\pi^2n^2} = \frac{1}{\pi\varepsilon L\,n^2}, $$

and $d^3G/(2\pi)^3 = d^3n/L^3$ gives the integral the same prefactor. Hence

$$ \langle w\rangle_s = \frac{1}{\pi\varepsilon L}\,S(s), \qquad S(s) = \sum_{\mathbf n\ne0}\frac{e^{-s^2n^2}}{n^2} - \int d^3n\,\frac{e^{-s^2n^2}}{n^2}. $$

The integral is $4\pi\int_0^\infty e^{-s^2n^2}dn = 2\pi^{3/2}/s$. The dependence of $S$ on $s$ follows by differentiating with respect to $s^2$, which cancels the denominators:

$$ \frac{dS}{d(s^2)} = -\sum_{\mathbf n\neq0}e^{-s^2n^2} + \left(\frac{\pi}{s^2}\right)^{3/2}. $$

Poisson summation says that the sum over all $\mathbf n$, including zero, equals $(\pi/s^2)^{3/2}\sum_{\mathbf m}e^{-\pi^2m^2/s^2}$. Its $\mathbf m=0$ term cancels the last term above, and the missing $\mathbf n=0$ term leaves $+1$:

$$ \frac{dS}{d(s^2)} = 1 - \left(\frac{\pi}{s^2}\right)^{3/2}\sum_{\mathbf m\neq0}e^{-\pi^2m^2/s^2}. $$

The remaining sum is exponentially small for small $s$. Therefore $S(s) = -\pi\alpha + s^2$ up to exponentially small terms, where $-\pi\alpha$ names the limit $s\to0$. Numerically $\alpha = 2.837297$, and

$$ v = -\frac{\alpha}{\varepsilon L}, \qquad E = -\frac{\alpha q^2}{2\varepsilon L}. $$

The negative sign means that the charge gains more from the background around it than it loses to its like-charged images. A supercell calculation in a cube then gives too low an energy, and the correction to be added is $-E$. The sign is not universal: in a tetragonal cell $E$ turns positive for $c/a$ above $3.72$ or below $0.24$. In the limits $L\to\infty$ and $\varepsilon\to\infty$ the energy vanishes, as it must for distant or fully screened images.

### 1.2 General tensor: the two potentials

Now let $\varepsilon$ be a tensor. The equation becomes $-\nabla\cdot\varepsilon\nabla\phi = 4\pi[\delta(\mathbf r)-1/\Omega]$, and a plane wave gives

$$ \phi_{\mathbf G} = \frac{4\pi}{\Omega\;\mathbf G\cdot\varepsilon\cdot\mathbf G}, \qquad \mathbf G\neq0 . $$

For the isolated charge, change variables to $\mathbf r = \varepsilon^{1/2}\mathbf u$. Then $\nabla_r = \varepsilon^{-1/2}\nabla_u$, so that $\nabla_r\cdot\varepsilon\nabla_r = \nabla_u^2$. The volume element changes by $\sqrt{\det\varepsilon}$, so $\delta(\mathbf r) = \delta(\mathbf u)/\sqrt{\det\varepsilon}$. What is left is the ordinary Coulomb problem in $\mathbf u$:

$$ \phi_{\rm iso}(\mathbf r) = \frac{1}{\sqrt{\det\varepsilon}\;\rho(\mathbf r)}, \qquad \rho^2(\mathbf r) = \mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r . $$

This potential depends on direction, however close one comes to the charge. The definition of $v$ remains sound because the periodic potential has the same singularity and $w$ is smooth there. Subtracting an isotropic reference instead would leave a direction-dependent infinity.

### 1.3 A rapidly convergent form

The smoothness of $w$ can be shown by the Ewald splitting. Choose a positive number $\gamma$ and write, with $k^2 = \mathbf G\cdot\varepsilon\cdot\mathbf G$,

$$ \frac{4\pi}{k^2} = \frac{4\pi}{k^2}e^{-k^2/4\gamma^2} + \frac{4\pi}{k^2}\left(1-e^{-k^2/4\gamma^2}\right). $$

In the variable $\mathbf u$, the factor $e^{-k^2/4\gamma^2}$ is the transform of a Gaussian unit charge, whose potential is $\mathrm{erf}(\gamma u)/u$. The first part is thus long ranged and smooth. The second is the transform of $\mathrm{erfc}(\gamma u)/u$, which is short ranged.

I keep the first part as a sum over $\mathbf G\neq0$. The second part is turned into a sum over lattice vectors $\mathbf R$ by Poisson summation. That requires its $\mathbf G=0$ term, which is absent from $\phi$ and so must be subtracted again. Since $1-e^{-x}\approx x$ for small $x$, this term is $\frac{4\pi}{\Omega}\cdot\frac{1}{4\gamma^2} = \frac{\pi}{\Omega\gamma^2}$.

At the charge, the $\mathbf R=0$ term less the isolated potential is

$$ \frac{1}{\sqrt{\det\varepsilon}}\,\frac{\mathrm{erfc}(\gamma\rho)-1}{\rho} = -\frac{1}{\sqrt{\det\varepsilon}}\,\frac{\mathrm{erf}(\gamma\rho)}{\rho} \;\to\; -\frac{2\gamma}{\sqrt{\pi\det\varepsilon}} ,$$

because $\mathrm{erf}(x)\approx 2x/\sqrt\pi$. Collecting the pieces, with $\rho=\rho(\mathbf R)$,

$$ v = \sum_{\mathbf R\neq0}\frac{\mathrm{erfc}(\gamma\rho)}{\sqrt{\det\varepsilon}\,\rho} + \frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G} - \frac{2\gamma}{\sqrt{\pi\det\varepsilon}} - \frac{\pi}{\Omega\gamma^2}. $$

The function $\mathrm{erf}(\gamma\rho)/\rho$ is a power series in $\rho^2$, hence smooth at the origin. Both sums converge like Gaussians, uniformly for all tensors near a given positive one, including slightly complex ones. Therefore $w$ is smooth near $\mathbf r=0$, and $v$ is an analytic function of the entries of $\varepsilon$. An expansion in powers of $\eta$ exists.

### 1.4 The same quantity as sum minus integral

For the expansion itself the averaged form is more transparent. The steps of section 1.1 carry over with $n^2\varepsilon$ replaced by $\mathbf n\cdot\varepsilon\cdot\mathbf n$:

$$ v = \lim_{s\to0}\frac{1}{\pi L}\left[\sum_{\mathbf n\neq0}\frac{e^{-s^2n^2}}{\mathbf n\cdot\varepsilon\cdot\mathbf n} - \int d^3n\,\frac{e^{-s^2n^2}}{\mathbf n\cdot\varepsilon\cdot\mathbf n}\right]. $$

The limit is right because a narrow average of a smooth function tends to its central value, with corrections in powers of $s^2$. The singularities of $w$ at the other lattice sites carry exponentially small weight. The convergence is uniform for small complex $\eta$, so the limit may be taken separately in each order of $\eta$.

The two forms of $v$ can be compared on a tensor without special symmetry. Take $L=1$ and $\varepsilon = 1+\frac14 T$ with

$$ T = \begin{pmatrix}0.5&0.3&-0.2\\0.3&-0.8&0.4\\-0.2&0.4&0.3\end{pmatrix}. $$

The sum minus integral, evaluated at $s=0.30,\,0.35,\,0.40,\,0.45$ and extrapolated with a cubic polynomial in $s^2$, gives $v=-2.86670139$. The Ewald form gives $-2.86670140$.

### 1.5 First order

Put $\varepsilon = \bar\varepsilon(1+\eta)$ and let $\hat{\mathbf n}$ be the unit vector along $\mathbf n$. Then

$$ \mathbf n\cdot\varepsilon\cdot\mathbf n = \bar\varepsilon n^2(1+h), \qquad h = \hat{\mathbf n}\cdot\eta\cdot\hat{\mathbf n}, $$

$$ \frac{1}{\mathbf n\cdot\varepsilon\cdot\mathbf n} = \frac{1}{\bar\varepsilon n^2}\left(1-h+h^2-\dots\right). $$

The linear term contains $\sum_{\mathbf n\neq0}h\,e^{-s^2n^2}/n^2$. Group the vectors $\mathbf n$ into shells of equal length; $h$ is then the only factor that varies within a shell. A cubic shell is unchanged when the sign of one component is reversed, so the mean of $\hat n_i\hat n_j$ vanishes for $i\neq j$. It is also unchanged when components are exchanged, so the means of $\hat n_x^2$, $\hat n_y^2$ and $\hat n_z^2$ are equal. They add up to one, and hence

$$ \langle\hat n_i\hat n_j\rangle_{\rm shell} = \tfrac13\delta_{ij}, \qquad \langle h\rangle_{\rm shell} = \tfrac13\,\mathrm{tr}\,\eta = 0 . $$

A full sphere has the same symmetries, so the integral vanishes too. The linear term is zero for every $s$, and so in the limit. A traceless distortion strengthens the screening along some directions and weakens it along others, and a cube weights its three axes equally.

The effect of the trace follows from scaling. Multiplying $\varepsilon$ by a number $\lambda$ divides both potentials, and therefore $v$, by $\lambda$. A small change $\delta\varepsilon$ of an isotropic constant $\varepsilon_0$ shifts the trace mean by $\frac13\mathrm{tr}\,\delta\varepsilon$. Its traceless part does nothing at this order, so

$$ \frac{\delta E}{E} = -\frac{\mathrm{tr}\,\delta\varepsilon}{3\varepsilon_0}. $$

The argument used the symmetry of the shells and not their radii. It therefore holds for face-centred and body-centred cubic supercells as well, each with its own Madelung constant. As a test, $v$ was evaluated from the Ewald form for $\varepsilon = 1+tT$ at small $t$ of both signs, in all three cubic lattices. The largest relative slope $|d\ln v/dt|$ at $t=0$ was $2\times10^{-10}$, which is numerical noise.

### 1.6 Where the first-order result fails

In a tetragonal cell the shells no longer treat $z$ like $x$ and $y$, and in general the cancellation is lost. A tetragonal cell of any $c/a$ still has no linear term for $\eta\propto\mathrm{diag}(1,-1,0)$ or for an off-diagonal $\eta$. For every traceless $\eta$ at once, the cancellation returns only at special shapes where the Madelung energy is stationary against strain at fixed volume; a simple hexagonal lattice with $c/a\approx0.93$ is one such shape. For a cell with $c/a=1.1$ and $\eta = t\,\mathrm{diag}(-1,-1,2)$, the Ewald form gives

$$ \left.\frac{d\ln E}{dt}\right|_{t=0} = 0.09862 . $$

This is small because the cell is nearly cubic, but it is a true linear term. Section 2.5 derives its size.

## Part 2. Second order, cell shape and a gallium nitride supercell

From Part 1 I take the following. The tensor is $\varepsilon=\bar\varepsilon(1+\eta)$ with $\mathrm{tr}\,\eta=0$; the cube has edge $L$; the image energy is $E=\frac12q^2v$. For integer vectors $\mathbf n$ with direction $\hat{\mathbf n}$, $h=\hat{\mathbf n}\cdot\eta\cdot\hat{\mathbf n}$. The potential $v$ is the limit $s\to0$ of $1/(\pi\bar\varepsilon L)$ times the lattice sum minus the integral of $(1-h+h^2-\dots)\,e^{-s^2n^2}/n^2$. The zeroth-order bracket tends to $-\pi\alpha$ with $\alpha=2.837297$, and the linear term vanishes. The invariants are $D=\sum_i\eta_{ii}^2$ and $O=\sum_{i<j}\eta_{ij}^2$.

### 2.1 Averaging the quadratic term

Written out,

$$ h = \sum_i\eta_{ii}\hat n_i^2 + 2\sum_{i<j}\eta_{ij}\hat n_i\hat n_j . $$

Average $h^2$ over all vectors that the symmetry operations of the cube generate from one $\mathbf n$. Sign reversals remove every product with an odd power of a component. Two averages survive, $A=\langle\hat n_x^4\rangle$ and $B=\langle\hat n_x^2\hat n_y^2\rangle$, so that

$$ \langle h^2\rangle = A\sum_i\eta_{ii}^2 + B\sum_{i\neq j}\eta_{ii}\eta_{jj} + 4B\sum_{i<j}\eta_{ij}^2 . $$

Because the trace is zero, $0=(\sum_i\eta_{ii})^2 = D+\sum_{i\ne j}\eta_{ii}\eta_{jj}$. The middle sum is thus $-D$, and

$$ \langle h^2\rangle = (A-B)\,D + 4B\,O . $$

Squaring $\hat n_x^2+\hat n_y^2+\hat n_z^2=1$ and averaging gives $3A+6B=1$, so one number fixes both. I measure it from its value on a sphere, where $A=\frac12\int_{-1}^1z^4dz=\frac15$ and therefore $B=\frac1{15}$. Define

$$ \kappa = \hat n_x^4+\hat n_y^4+\hat n_z^4-\tfrac35 . $$

Then $A=\frac15+\frac\kappa3$ and $B=\frac16(1-3A)=\frac1{15}-\frac\kappa6$, which gives

$$ \langle h^2\rangle = \left(\tfrac2{15}+\tfrac\kappa2\right)D + \left(\tfrac4{15}-\tfrac{2\kappa}3\right)O . $$

Two shells check this by hand. For $\mathbf n=(1,0,0)$ and its partners, $\kappa=\frac25$ and the formula gives $\frac13D$. Directly, $h$ takes the values $\eta_{ii}$, whose mean square is $\frac13D$. For $(1,1,1)$ and its partners, $\kappa=-\frac4{15}$ and the formula gives $\frac49O$. Directly, the diagonal part of $h$ is $\frac13\mathrm{tr}\,\eta=0$, and the rest is $\frac23(\pm\eta_{xy}\pm\eta_{xz}\pm\eta_{yz})$, with mean square $\frac49O$.

In a cubic cell the anisotropy acts at first order through the trace of $\varepsilon$ alone, and the symmetry average of the quadratic term $h^2$ is now known in terms of $D$, $O$ and $\kappa$. It remains to sum this average over the lattice to obtain $c_E$ and $c_T$, and to apply the result to uniaxial media, nearly cubic cells and a gallium nitride supercell.
